# Quartic oscillator: the T^(1/4) frequency law, its corrections and heat exchange

## 1. The failure of the harmonic approximation

Take a particle of mass $m$ in the potential $V(x)=gx^4/4$, with $g>0$. The usual harmonic approximation replaces $V$ by its curvature at the minimum. Here $V''(0)=0$, so it predicts zero frequency, an unbounded thermal displacement and no resonance with any neighbour. A frequency fitted at one temperature and then held fixed fails differently: it misses the stiffening on heating.

A Gaussian self-consistent treatment gives a finite frequency proportional to $T^{1/4}$. Doubling $T$ then raises it by about 19 percent above a harmonic neighbour with which it was initially resonant. Whether this detuning blocks heat flow is a separate question, because the true frequency is broadly distributed.

The algebra uses atomic units ($\hbar=1$), with Boltzmann's constant $k$ kept beside $T$. Motion is classical and one-dimensional unless stated otherwise.

## 2. The Gaussian bound

Choose a harmonic trial potential $V_0=Wx^2/2$, with $W=m\Omega^2$. Its thermal distribution is Gaussian, with variance $s=\langle x^2\rangle_0=kT/W$. The ratio of the true to the trial partition function is

$$\frac{Z}{Z_0}=\left\langle e^{-(V-V_0)/kT}\right\rangle_0\ge e^{-\langle V-V_0\rangle_0/kT},$$

because the exponential is convex. Taking $-kT\ln$ of both sides gives

$$F\le F_0+\langle V-V_0\rangle_0 .$$

The trial free energy is $F_0=kT\ln(\Omega/kT)$. Since $\Omega\propto W^{1/2}\propto s^{-1/2}$ at fixed $T$, it contributes $-\tfrac12kT\ln s$ plus a constant. The term $\langle V_0\rangle_0=kT/2$ is also constant.

To find the corrections as well, include a quadratic and a sextic term:

$$V=\frac{k_2x^2}{2}+\frac{gx^4}{4}+\frac{hx^6}{6},\qquad h\ge0.$$

With the Gaussian moments $\langle x^4\rangle_0=3s^2$ and $\langle x^6\rangle_0=15s^3$, the bound is

$$F(s)=-\frac{kT}{2}\ln s+\frac{k_2s}{2}+\frac{3gs^2}{4}+\frac{5hs^3}{2}+\text{constant}.$$

Setting $dF/ds=0$ and multiplying by 2 gives

$$\frac{kT}{s}=W=k_2+3gs+15hs^2. \tag{1}$$

As $s$ grows, the left side $kT/s$ falls and the right side rises. There is one root, and $dF/ds$ changes there from negative to positive, so it is the minimum.

## 3. Leading law and first correction

For the pure quartic, $k_2=h=0$. Substituting $s=kT/W$ into $W=3gs$ gives

$$W_0^2=3gkT,\qquad \Omega_0=\sqrt{\frac{W_0}{m}}=\frac{(3gkT)^{1/4}}{\sqrt m}. \tag{2}$$

At fixed $g$ and $m$, doubling the temperature therefore gives

$$\frac{\Omega_0(2T)}{\Omega_0(T)}=2^{1/4}=1.189 .$$

The harmonic neighbour's frequency does not depend on temperature, so the detuning relative to it is 18.9 percent.

**Weak residual curvature.** With $h=0$, equation (1) becomes $W^2-k_2W-3gkT=0$. Its positive root is

$$W=\frac{k_2+\sqrt{k_2^2+12gkT}}{2}.$$

Since $12gkT=4W_0^2$, expansion for $|k_2|\ll W_0$ gives

$$W=W_0+\frac{k_2}{2}+O\!\left(\frac{k_2^2}{W_0}\right),\qquad
\Omega\simeq\Omega_0\left(1+\frac{k_2}{4W_0}\right).$$

Let $W_1=W_0(T_1)$. At $2T_1$ the leading stiffness is $\sqrt2\,W_1$, so to first order

$$\frac{\Omega(2T_1)}{\Omega(T_1)}\simeq2^{1/4}\left[1-\frac{k_2}{4W_1}\left(1-\frac1{\sqrt2}\right)\right]. \tag{3}$$

A positive $k_2$ reduces the detuning because it adds a stiffness that does not grow with temperature. The quartic law is thus a high-temperature limit, reached when $kT\gg k_2^2/12g$. For negative $k_2$ the potential has two wells of depth $k_2^2/4g$, and the expansion needs that depth to be small compared with $kT$.

**The opposite limit.** For $k_2>0$ and $12gkT\ll k_2^2$, expanding the same root gives $W\simeq k_2+3gkT/k_2$. Doubling $T_1$ then raises the Gaussian frequency by the small fraction $3gkT_1/(2k_2^2)$, and the 19 percent law no longer applies. The thermal mean of the true orbit frequencies rises by half as much, because an orbit of amplitude $A$ is shifted by the fraction $3gA^2/(8k_2)$ and $\langle A^2\rangle\simeq2kT/k_2$.

**Sextic wall.** With $k_2=0$, equation (1) multiplied by $W$ reads $W^2=3gkT+15h(kT)^2/W$. Replacing $W$ by $W_0$ in the small term and taking the square root gives

$$W\simeq W_0\left[1+\frac{15h(kT)^2}{2W_0^3}\right].$$

The correction grows as $T^{1/2}$, so a steeper wall increases the detuning.

**Quantum motion.** The bound still holds, because the exact thermal state minimises energy minus temperature times entropy, and the trial state gives this quantity the value $F_0+\langle V-V_0\rangle_0$. The trial variance becomes $s=\coth(\Omega/2kT)/(2m\Omega)$. The trial free energy obeys $dF_0/d\Omega=m\Omega s$, and stationarity of the bound reads

$$m\Omega s+\frac{3gs}{2}\frac{ds}{d\Omega}-m\Omega s-\frac{m\Omega^2}{2}\frac{ds}{d\Omega}=0 .$$

The first and third terms cancel, leaving $W=3gs$ as before. Using $\coth z\simeq1/z+z/3$,

$$s\simeq\frac{kT}{W}\left[1+\frac{\Omega^2}{12(kT)^2}\right],\qquad
\Omega\simeq\Omega_0\left[1+\frac{\Omega_0^2}{48(kT)^2}\right].$$

The factor 48 arises because $W^2$ gains the bracket in $s$, and $\Omega\propto(W^2)^{1/4}$. This correction shrinks on heating, so it slightly lowers the detuning.

**Three dimensions.** For isotropic $V=gr^4/4$, $\langle r^4\rangle_0=15s^2$ and the logarithm carries a factor 3. The condition $3kT/(2s)=15gs/2$ gives $W^2=5gkT$. The frequency is higher by $(5/3)^{1/4}=1.136$, with the same power of $T$.

## 4. What the effective frequency represents

The exponent does not depend on the Gaussian approximation. Write $x=(kT/g)^{1/4}\xi$ and $t=\sqrt m\,(gkT)^{-1/4}\tau$. The equation $m\ddot x=-gx^3$ becomes $\xi''=-\xi^3$, and the Boltzmann weight becomes $\exp(-\xi'^2/2-\xi^4/4)$. Neither contains $T$, so every classical equilibrium frequency of the pure quartic scales as $T^{1/4}$. The prefactor depends on which frequency is meant.

For an orbit of amplitude $A$, energy conservation gives the period

$$4\int_0^A\frac{dx}{\sqrt{g(A^4-x^4)/2m}}
=\frac4A\sqrt{\frac{2m}{g}}\int_0^1\frac{dz}{\sqrt{1-z^4}} .$$

Setting $z=\cos\phi$ turns the last integral into $\int_0^{\pi/2}d\phi/\sqrt{2-\sin^2\phi}=K/\sqrt2$, where $K$ is the complete elliptic integral of parameter (squared modulus) $1/2$. Hence

$$\omega=\nu A\sqrt{g/m},\qquad \nu=\frac{\pi}{2K}=0.8472 .$$

Let $\varepsilon=E/kT$. Since $A=(4E/g)^{1/4}$,

$$\omega=\Omega_p\varepsilon^{1/4},\qquad
\Omega_p=\sqrt2\,\nu\frac{(gkT)^{1/4}}{\sqrt m}.$$

The phase-space area per unit energy is the period, proportional to $\varepsilon^{-1/4}$. The normalized energy distribution is therefore $P(\varepsilon)=\varepsilon^{-1/4}e^{-\varepsilon}/\Gamma(3/4)$, and

$$\langle\omega\rangle=\frac{\Omega_p}{\Gamma(3/4)},\qquad
\langle\omega^2\rangle=\Omega_p^2\frac{\Gamma(5/4)}{\Gamma(3/4)} .$$

The standard deviation divided by the mean is $\sqrt{\Gamma(5/4)\Gamma(3/4)-1}=0.333$. In units of $(gkT)^{1/4}/\sqrt m$, the mean is 0.978 and the Gaussian value is 1.316, which is 35 percent above that mean. The 19 percent shift is smaller than the thermal spread.

## 5. Heat exchange with the neighbour

Let the neighbour have mass $M$, coordinate $y$, frequency $\omega_0$ and temperature $T_h$, with coupling energy $-\kappa xy$. The power into its own energy is $J=\kappa\langle x\dot y\rangle$. Define $C(t)=\langle x(0)x(t)\rangle$ and $S(\omega)=\int_{-\infty}^{\infty}C(t)\cos\omega t\,dt$. The coupling is weak, and a bath keeps the quartic particle thermal without appreciably broadening its spectrum.

**Forcing by $x$.** The force $\kappa x$ adds $\delta\dot y(t)=(\kappa/M)\int_0^t\cos(\omega_0s)\,x(t-s)\,ds$. Thus, once $C$ has decayed,

$$J_f=\frac{\kappa^2}{M}\int_0^\infty C(s)\cos\omega_0s\,ds=\frac{\kappa^2S(\omega_0)}{2M}.$$

**Back-reaction.** The neighbour's free motion $y_0$ displaces $x$ by $\delta x(t)=\kappa\int_0^t\chi(s)y_0(t-s)\,ds$. To find $\chi$, apply a small constant force $f$ until time zero. It weights the initial ensemble by $e^{fx/kT}$, so afterwards $\langle x(t)\rangle=fC(t)/kT$. Linear response gives the same quantity as $f\int_t^\infty\chi(s)\,ds$. Differentiation yields $\chi=-C'/kT$. For the free neighbour,

$$\langle y_0(t-s)\dot y_0(t)\rangle=-\frac{kT_h}{M\omega_0}\sin\omega_0s .$$

The two minus signs cancel, and integration by parts gives

$$J_b=\frac{\kappa^2T_h}{M\omega_0T}\int_0^\infty C'(s)\sin\omega_0s\,ds
=-\frac{T_h}{T}\frac{\kappa^2S(\omega_0)}{2M}.$$

The boundary term vanishes because the sine is zero at $s=0$ and $C$ is zero at late times. Adding both parts,

$$J=\gamma k(T-T_h),\qquad \gamma=\frac{\kappa^2S(\omega_0)}{2MkT}. \tag{4}$$

**The spectrum.** On one orbit the fundamental has amplitude $f_1A$. The Fourier series of the elliptic cosine gives $f_1=0.9550$. Averaging over phase leaves $\tfrac12f_1^2A^2\cos\omega_Et$ in $C(t)$, where $\omega_E$ is the orbit's frequency. Its cosine transform is $\tfrac{\pi}{2}f_1^2A^2\delta(\omega-\omega_E)$ for positive frequencies. Put $u=\omega/\Omega_p$, so $\varepsilon=u^4$, $A^2=2\sqrt{kT/g}\,u^2$ and $P\,d\varepsilon/du=4u^2e^{-u^4}/\Gamma(3/4)$. Then

$$S(\omega)=\frac{4\pi f_1^2}{\Gamma(3/4)\Omega_p}\sqrt{\frac{kT}{g}}\;u^4e^{-u^4}. \tag{5}$$

The peak is at $u=1$, or 1.198 in the units above. The line reaches half its height at $u=0.69$ and $u=1.28$, and its standard deviation is 25 percent of its mean. This is narrower than the spread of orbit frequencies, because large orbits carry more weight, but still wider than the 19 percent shift. Higher harmonics are omitted. Trajectory averages that include them, at $m=g=1$ and $kT=1$ and 2, agree with (5) to within 0.2 percent of the peak height for $0.8\le\omega<2$.

**Two temperature limits.** Hold $\omega_0$ fixed and define $\theta=Tu^4$, which is independent of $T$. The factors $\sqrt{kT}$, $1/\Omega_p$, $u^4$ and $1/kT$ contribute powers $\tfrac12$, $-\tfrac14$, $-1$ and $-1$, so

$$\gamma\propto T^{-7/4}e^{-\theta/T}. \tag{6}$$

For $T\gg\theta$ this approaches $T^{-7/4}$, as long as bath broadening remains negligible at $\omega_0$. On cooling below $\theta$ it becomes exponentially small, because few orbits are fast enough. Far below $\theta$ equation (6) fails: the third harmonic of an orbit at $\omega_0/3$ carries the weaker suppression $e^{-\theta/81T}$, and a bath of finite strength adds a spectral tail that is not exponentially small.

If resonance is set at the Gaussian frequency at $T_1$, then $\theta/T_1=3/(4\nu^4)=1.456$. Doubling $T_1$ gives

$$\frac{\gamma(2T_1)}{\gamma(T_1)}=2^{-7/4}e^{1.456/2}=0.616 .$$

To isolate detuning, compare with a neighbour retuned so that $u$ stays fixed. Then $\gamma\propto T^{-3/4}$ and the ratio is 0.595. Detuning therefore multiplies the rate by $0.616/0.595=1.035$: it slightly helps. The Gaussian frequency starts above the spectral peak, and heating carries the peak upward past it. If resonance is instead set at the true peak, the ratio is $2^{-7/4}e^{1/2}=0.490$, and detuning contributes a factor 0.824.

The full coupled equations of motion, with $m=M=g=1$, $\kappa=10^{-4}$ and $kT$ raised from 1 to 2, gave ratios 0.6155 for the fixed neighbour and 0.5946 for the retuned one. At equal temperatures the current vanished to within 1.5 percent of its value for a cold neighbour.

## 6. A heavy atom in an oversized cage

Take round model values $g=5$ eV/Å$^4$, $T_1=150$ K and $T_2=300$ K. The guest is restricted to motion along one line, a simplification of a real cage, and has barium's mass, 137.3 u, for which $\hbar^2/m=3.0445\times10^{-5}$ eV Å$^2$. With $kT_1=0.01293$ eV,

$$W_1=\sqrt{3(5)(0.01293)}=0.440\ \text{eV/Å}^2,$$

$$\hbar\Omega_1=\sqrt{(3.0445\times10^{-5})(0.4403)}=0.00366\ \text{eV}.$$

At 300 K the energy is 0.00435 eV. The corresponding frequencies are 0.885 and 1.053 THz. The shift is 0.00069 eV, while the standard deviation of the true frequency at 150 K is 0.00091 eV. The Gaussian rms displacement at 150 K is 0.171 Å, against the exact classical 0.185 Å.

For a neighbour of mass 72.6 u, $\hbar^2/M=5.758\times10^{-5}$ eV Å$^2$. Take $\kappa=0.01$ eV/Å$^2$ and $\omega_0=\Omega_1$. Equation (5), with $\hbar\Omega_p=0.003333$ eV and $u^4=1.456$, gives $S=48.4$ Å$^2$/eV when time is measured in units of $\hbar$/eV. Then

$$\hbar\gamma_1=\frac{(0.01)^2(48.4)(5.758\times10^{-5})}{2(0.01293)}
=1.08\times10^{-5}\ \text{eV}.$$

Division by $\hbar$ gives about 16 ns$^{-1}$; at 300 K the weak-coupling rate is about 10 ns$^{-1}$. In this limit the heat current for a given small temperature difference falls by 38 percent but is not switched off.

The main neglected effects change the Gaussian detuning as follows. The true frequencies respond somewhat differently: their thermal mean rises by 14.9 percent with the residual curvature in the first item, and by 19.6 percent with the sextic wall in the third.

- A residual curvature $k_2=0.1$ eV/Å$^2$ lowers it to 17.0 percent. Equation (3) gives 16.9 percent.
- If the coupling is a spring, it also adds curvature $k_2=\kappa$, which gives 18.7 percent.
- A sextic wall with $h=5$ eV/Å$^6$ raises it to 20.3 percent. Expanding the frequency ratio to first order in $h$ gives $2^{1/4}[1+(\sqrt2-1)\,15h(kT_1)^2/(4W_1^3)]$, or 20.7 percent, so higher orders are visible.
- Quantum motion gives 18.8 percent, since $\hbar\Omega_1/kT_1$ is only 0.28. The quantum spectrum is nevertheless a set of discrete lines, spaced by about 5 percent of $\Omega_1$ near resonance, so the rates above, which use the continuous classical spectrum, require the bath to broaden these lines until they overlap.

These numbers lie in the rough regime of rattling guest atoms in germanium clathrates, whose modes have energies of a few thousandths of an electronvolt. The values of $g$ and $\kappa$ are not fitted to a compound. Real cages generally break the assumption of zero curvature, and a curvature larger than the one above would reduce the shift further. The host also softens: a rough Grüneisen parameter of 2 and volume expansion of $4\times10^{-5}$ K$^{-1}$ lower the neighbour's frequency by $2(4\times10^{-5})(150)=1.2$ percent. Alone, this would raise the relative detuning to about 20 percent. The same expansion also enlarges the cage and softens the guest's potential, which lowers the detuning and can outweigh the first effect. A rough bath lifetime of 10 ps would broaden a harmonic mode by 1.8 percent of $\Omega_1$. In the quartic well, energy exchange with the bath also changes the frequency, so phase coherence is lost sooner: in Langevin dynamics with this damping, orbits started together at $\Omega_1$ lose their common phase after only about 2.5 ps (the phase coherence halves in about 2.3 ps and falls to $1/e$ in about 2.7 ps). The refresh rate, 100 ns$^{-1}$, exceeds $\gamma_1$ by a factor of about six, but that margin does not make the weak-coupling rates accurate. With $\kappa=0.01$ eV/Å$^2$ and this bath, the neighbour's energy fluctuations at equilibrium decay at roughly 11 to 12 ns$^{-1}$ at 150 K and 7 to 8 ns$^{-1}$ at 300 K in the same dynamics; the decay is not a single exponential, so the rate depends somewhat on the time window. Both rates lie below the weak-coupling values, and the fall on heating is about a third. The remaining values are in the numerical output.

For heat control, these results set a condition. A 19 percent shift can switch off exchange with an initially resonant neighbour only if the spectral lines are much narrower than the shift, and a thermally populated, purely quartic oscillator does not meet that condition. This is shown here for classical motion along one line and a single harmonic neighbour; a real guest moves in three dimensions and couples to a band of host modes, which the model does not describe.

## Table of computed values

```
INPUTS (round model values)
temperatures T1, T2: 150, 300 K
thermal energies kT1, kT2: 0.01293, 0.02585 eV
quartic coefficient g: 5.0 eV/A^4
guest mass, neighbour mass: 137.3, 72.6 u
hbar^2/m of guest: 3.0445e-05 eV A^2
coupling kappa: 0.010 eV/A^2
GAUSSIAN RESULT
stiffness W1, W2: 0.4403, 0.6227 eV/A^2
hbar Omega1, Omega2: 0.003661, 0.004354 eV
Omega1/2pi, Omega2/2pi: 0.8853, 1.0528 THz
detuning: 18.92 percent = 0.000693 eV
Gaussian rms displacement at T1, T2: 0.1713, 0.2038 A
exact classical rms displacement at T1: 0.1854 A
free-energy bound minus exact: 0.0472 kT
FREQUENCY PREFACTORS, unit (g kT)^(1/4)/m^(1/2)
Gaussian: 1.3161
from exact variance: 1.2163
peak of displacement spectrum: 1.1981
thermal mean frequency: 0.9777
nu, f1 (dimensionless): 0.84721, 0.95501
relative frequency spread: 33.3 percent
true spectral peak at T1: 0.003333 eV
true mean and spread at T1: 0.002720, 0.000905 eV
HEAT EXCHANGE
theta/T1: 1.4558; theta: 218.4 K
rate at T1, T2: 16.39, 10.09 1/ns
k times rate at T1: 2.263e-13 W/K
rate ratio, fixed neighbour: 0.6156
same ratio from coupled dynamics: 0.6155
rate ratio, neighbour retuned: 0.5946
retuned ratio from dynamics: 0.5946
detuning factor, Gaussian start: 1.0353
rate ratio, start at true peak: 0.4902
detuning factor, true-peak start: 0.8244
NEGLECTED EFFECTS
detuning with k2 = 0.10 eV/A^2: 16.97 percent
detuning with k2 = kappa: 18.72 percent
detuning with sextic h = 5.0 eV/A^6: 20.27 percent
3D isotropic / 1D frequency: 1.1362
hbar Omega1 / kT1: 0.2833
quantum Gaussian detuning: 18.79 percent
quantum change of exact <x^2> at T1: 0.108 percent
rough Grueneisen parameter: 2.0
rough volume expansion: 4.0e-05 1/K
neighbour softening T1 to T2: 1.2 percent
rough bath lifetime: 10 ps
bath refresh rate: 100 1/ns
bath width / Omega1: 1.8 percent
```
